Rigid shift of the starting eigenvalues in G0W0

**Problem**

A closed-shell molecule has been treated with a Kohn–Sham Hamiltonian

h = h_H + v_xc,

where h_H holds the kinetic energy, the external potential and the Hartree potential. The orbitals φ_n are real, the eigenvalues are ε_n, and there is a finite gap between occupied and empty levels. The G0W0 energy E_n of level n follows from the diagonal quasiparticle equation

E_n = ε_n − v_n + Σ_n(E_n), (1)

with v_n = ⟨n|v_xc|n⟩ and Σ_n(ω) = ⟨n|Σ(ω)|n⟩. The self-energy Σ is built once, from the starting orbitals and eigenvalues, with W0 screened in the random-phase approximation (RPA).

Now a constant Δ is added to v_xc, while h_H stays as it is. The orbitals do not change, because a constant commutes with h. The occupations do not change either, because the order of the levels and the number of electrons are the same. Every eigenvalue moves from ε_n to ε_n + Δ.

(a) By how much does the solution E_n of equation (1) move?
(b) By how much does it move if equation (1) is linearised around ε_n?
(c) What happens to the gap, and what happens when Δ is not small?

**A tempting answer**

The first two terms of equation (1) combine to

ε_n − v_n = ⟨n|h_H + v_xc|n⟩ − ⟨n|v_xc|n⟩ = ⟨n|h_H|n⟩. (2)

After the shift the same combination reads (ε_n + Δ) − (v_n + Δ), so Δ cancels. What remains is

E_n = ⟨n|h_H|n⟩ + Σ_n(E_n).

The self-energy is made of orbitals and a screened interaction. The orbitals are unchanged, and the screening depends on excitation energies, which are differences of eigenvalues. So nothing in the equation contains Δ, and E_n does not move.

**Where it fails**

Equation (2) is correct, and so is the remark about the screening. The fault is in the claim that Σ_n(ω) is the same function of ω as before. The self-energy contains the screened interaction and also the Green's function G0, whose poles lie at the eigenvalues themselves, not at their differences. With s_m = +1 for empty and −1 for occupied levels, and η a positive infinitesimal,

G0(r,r′;ω) = Σ_m φ_m(r)φ_m(r′)/(ω − ε_m + iηs_m).

Replacing ε_m by ε_m + Δ gives

G0^Δ(ω) = G0(ω − Δ). (3)

The self-energy is the convolution

Σ(ω) = (i/2π) ∫dω′ e^{iηω′} G0(ω + ω′) W0(ω′).

Since W0 is unchanged, inserting equation (3) gives

Σ_n^Δ(ω) = Σ_n(ω − Δ). (4)

The whole curve slides along the frequency axis by Δ. The tempting answer holds if the curve is flat, for then sliding it has no effect. This is the case for bare exchange, and for the static COHSEX self-energy, which is built from the orbitals, v and W0(ω = 0). In G0W0 the curve has a slope, and the answer must contain that slope.

**The self-energy on the real axis**

The sign of the slope decides the direction in which E_n moves, so an explicit form of Σ_n is needed.

Let i, j be occupied and a, b empty levels, D_ia = ε_a − ε_i, and

K_{ia,jb} = ∫∫ φ_i(r)φ_a(r) φ_j(r′)φ_b(r′)/|r − r′| dr dr′

in atomic units. In the space of pairs ia, the response of the independent electrons is diagonal. Each pair contributes, with a factor 2 for spin,

P = 2[1/(ω − D) − 1/(ω + D)] = 4D/(ω² − D²).

The RPA response χ obeys χ = P + PKχ, hence χ⁻¹ = P⁻¹ − K. With D read as a diagonal matrix,

P⁻¹ − K = ¼ D^{−1/2} [ω² − M] D^{−1/2}, M = D² + 4 D^{1/2} K D^{1/2}.

The matrix K is positive semidefinite, because cᵀKc is the electrostatic self-energy of the charge density Σ_ia c_ia φ_iφ_a, apart from a factor ½. So M is positive definite. Let its eigenvalues be Ω_s² with Ω_s > 0 and its normalised eigenvectors u_s. Inverting,

χ = 4 Σ_s D^{1/2}u_s u_sᵀD^{1/2}/(ω² − Ω_s²).

The screened interaction is W0 = v + vχv, with v the Coulomb interaction. Let (nm|ia) be the Coulomb integral between φ_nφ_m and φ_iφ_a, and define

w_{nm,s} = Σ_ia (nm|ia) D_ia^{1/2} u_{ia,s} Ω_s^{−1/2}.

The matrix element of W0 − v between φ_nφ_m and itself is then

Σ_s 4Ω_s w²_{nm,s}/(ω² − Ω_s²) = Σ_s 2w²_{nm,s}[1/(ω − Ω_s + iη) − 1/(ω + Ω_s − iη)],

where the infinitesimals are those of a time-ordered function. Only D, K and the orbitals have entered, which confirms that W0 does not contain Δ.

The convolution is done by residues.

- For empty m, the pole of G0 in ω′ lies in the lower half-plane. Closing the contour in the upper half-plane encloses only ω′ = −Ω_s. The factor is (i/2π)(2πi) = −1 and the residue is −2w²/(ω − Ω_s − ε_m), so the term is +2w²/(ω − ε_m − Ω_s).
- For occupied m, the pole of G0 lies in the upper half-plane. Closing below encloses only ω′ = Ω_s. The factor is (i/2π)(−2πi) = +1 and the residue is 2w²/(ω + Ω_s − ε_m), so the term is 2w²/(ω − ε_m + Ω_s).

The bare v in W0 gives the exchange term Σ_x,n, which has no frequency dependence. Together,

Σ_n(ω) = Σ_x,n + Σ_{m,s} 2w²_{nm,s}/(ω − p_ms), (5)

p_ms = ε_m − Ω_s for occupied m, p_ms = ε_m + Ω_s for empty m.

Each pole contains one bare eigenvalue, so all poles move by Δ while their weights stay fixed. This is equation (4) again, term by term. The slope is

Σ_n′(ω) = −Σ_{m,s} 2w²_{nm,s}/(ω − p_ms)² ≤ 0. (6)

Define

Z_n(ω) = 1/(1 − Σ_n′(ω)).

By equation (6) the denominator is at least 1, so 0 < Z_n ≤ 1 everywhere between poles.

**Solution of (a)**

With equations (2) and (4), the quasiparticle equation after the shift is

E(Δ) = ⟨n|h_H|n⟩ + Σ_n(E(Δ) − Δ),

where Σ_n is the unshifted function. Measure the energy from the shifted scale by x = E(Δ) − Δ. Subtracting Δ on both sides gives

x − Σ_n(x) = ⟨n|h_H|n⟩ − Δ. (7)

The left side has the derivative 1 − Σ_n′(x) = 1/Z_n(x) ≥ 1, so it increases strictly between two neighbouring poles of non-zero weight. Just above the lower pole Σ_n tends to +∞ and the left side to −∞. Just below the upper pole it tends to +∞. There is thus one solution in each such interval for every Δ, and it can be followed without ambiguity as Δ varies.

Differentiating equation (7) with respect to Δ,

(1/Z_n) dx/dΔ = −1, so dx/dΔ = −Z_n(x).

Since E = x + Δ,

dE_n/dΔ = 1 − Z_n. (8)

To first order the energy moves by the fraction 1 − Z_n of the shift, with Z_n taken at the solution. Writing the fraction as

1 − Z_n = −Σ_n′/(1 − Σ_n′)

shows that it vanishes with the slope. Since it lies between 0 and 1, the energy moves in the direction of the shift but by less than the shift.

The physical content is in the denominators of equation (5). They compare the energy E with ε_m ∓ Ω_s, the starting energy of a level combined with an excitation of the rest of the molecule. A constant in v_xc drops out of the first two terms of equation (1), but it displaces these combined energies relative to E. The correlation energy of the added or removed electron changes accordingly.

**Solution of (b)**

The linearised equation replaces Σ_n(E) by Σ_n(ε_n) + Σ_n′(ε_n)(E − ε_n). Equation (1) becomes

E − ε_n = Σ_n(ε_n) − v_n + Σ_n′(ε_n)(E − ε_n).

Collecting E − ε_n on the left and dividing by 1 − Σ_n′(ε_n),

E_lin = ε_n + Z_n(ε_n)[Σ_n(ε_n) − v_n]. (9)

After the shift, the expansion point is ε_n + Δ. By equation (4),

Σ_n^Δ(ε_n + Δ) = Σ_n(ε_n),

and the slope there is also the old one. In equation (9), therefore, only the first ε_n and v_n change:

E_lin(Δ) = ε_n + Δ + Z_n(ε_n)[Σ_n(ε_n) − v_n − Δ]
= E_lin(0) + [1 − Z_n(ε_n)]Δ. (10)

Here the fraction is the same for a shift of any size. It is not quite the fraction of equation (8), because Z_n is taken at ε_n and not at the solution.

**Solution of (c)**

Each level has its own Z. Subtracting equation (8) for the highest occupied level (HOMO) from that for the lowest empty level (LUMO),

d(E_LUMO − E_HOMO)/dΔ = Z_HOMO − Z_LUMO. (11)

The starting gap is untouched by a rigid shift, but the G0W0 gap changes to first order in Δ unless the two Z factors are equal.

For a finite shift, equation (8) is integrated along the solution:

E_n(Δ) − E_n(0) = ∫₀^Δ [1 − Z_n(x(δ))] dδ. (12)

The second-order term follows from another derivative. From Z = (1 − Σ′)⁻¹ one has dZ/dx = Z²Σ″, so

d²E/dΔ² = −(dZ/dx)(dx/dΔ) = −(Z²Σ″)(−Z) = Z³Σ″,

E_n(Δ) − E_n(0) = (1 − Z)Δ + ½Z³Σ″Δ² + … (13)

For very large positive Δ the right side of equation (7) tends to −∞, and x approaches the pole p at the lower end of its interval. Then E approaches p + Δ, Z tends to zero, and the energy follows any further shift almost completely. For very large negative Δ the same happens at the upper pole. By equation (6), the response is small when the sum of 2w²_{nm,s}/(x − p_ms)² over all poles is small compared with 1. The weights of the poles therefore count as well as their distance from the solution: a single weak pole matters only at close range, although many weak, distant poles can together make up a sizeable part of the slope.

One finite shift is special. Choose

Δ* = Σ_n(ε_n) − v_n

and try E = ε_n + Δ*, that is x = ε_n. The right side of the shifted quasiparticle equation is ε_n − v_n + Σ_n(ε_n) = ε_n + Δ*, so the trial value is a solution. This solution coincides with the shifted eigenvalue, and Z has dropped out. It is the continuation of the unshifted solution only if no pole of non-zero weight lies between ε_n and that solution. This holds for the HOMO and the LUMO of the example below, but it can fail for deeper levels. An additional constant δ in the original v_xc has no influence on this energy: it raises ε_n by δ and lowers Δ* by δ. This removes the dependence on a rigid shift for level n, but not the dependence on the orbitals or on the spacing of the eigenvalues.

**Numbers for water**

Take a water molecule with O–H distances of 0.96 Å and an angle of 104.5°, the PBE functional as starting point, and the 6-31G* basis with 18 functions. All electrons are included, and M is diagonalised in full. Equation (1) is solved by a bracketing root search between the highest pole with occupied m and the lowest pole with empty m, counting for the bracket only poles whose weight 2w²_{nm,s} for level n exceeds 10⁻⁶ atomic units; all poles are kept in Σ_n itself. For the LUMO this bracket still contains very weak poles (weights up to 10⁻⁷, the lowest at 11.89 eV); the solutions quoted below lie well under them. The energies, in eV, are:

HOMO: ε = −6.177, v = −19.743, Σ_x = −27.071
LUMO: ε = 1.272, v = −8.952, Σ_x = −4.151

For the HOMO the solution has a correlation part of 2.370 eV, and the terms of equation (1) add up to

E = −6.177 + 19.743 − 27.071 + 2.370 = −11.135 eV (−11.1355 eV before rounding of the terms).

For the LUMO the correlation part is −0.580 eV and E = 5.4935 eV. The basis is small (spherical d functions; Cartesian ones already lower the G0W0 gap by 0.11 eV), so these and all later numbers are illustrations of the equations and not converged G0W0 values. In the larger cc-pVTZ basis, itself not converged, E is −11.88 eV for the HOMO and 3.37 eV for the LUMO. The quantities derived below move as well: the gap from 16.63 to 15.25 eV, Z of the HOMO from 0.869 to 0.854, Z of the LUMO from 0.963 to 0.965, the gap rate from −0.094 to −0.112, the HOMO response to Δ = +1 eV from 0.137 to 0.153 eV, and Δ* of the HOMO from −5.56 to −5.84 eV. The signs of these quantities and of the two curvatures stay the same. The LUMO has a positive energy, and its position is set largely by the finite basis. Vertex corrections, off-diagonal elements of Σ and self-consistency are left out.

The slopes at the solutions give the fractions:

HOMO: Σ′ = −0.1502, Z = 1/1.1502 = 0.869, 1 − Z = 0.131
LUMO: Σ′ = −0.0382, Z = 1/1.0382 = 0.963, 1 − Z = 0.037

For comparison, the shift was carried out in full. Δ was added to v_xc, the Kohn–Sham matrix was diagonalised again, the screening was rebuilt, and equation (1) was solved anew. The changes of E in eV are:

HOMO, Δ = +0.1: solved +0.0131, first order +0.0131
HOMO, Δ = +1: solved +0.1369, first order +0.1306
HOMO, Δ = −1: solved −0.1253, first order −0.1306
LUMO, Δ = +1: solved +0.0359, first order +0.0368
LUMO, Δ = −1: solved −0.0378, first order −0.0368

The tempting answer would have been zero in every line. For the HOMO and Δ = +1 eV, first order falls short by about 5 % of the solved change. The curvature Z³Σ″ is 0.01145 eV⁻¹, so equation (13) adds

½ × 0.01145 × 1² = 0.0057 eV

and gives 0.1363 eV. The integral (12), evaluated by Gauss quadrature with a new solution at each of eight shifts, gives 0.1369 eV, the solved change.

For the LUMO the curvature has the opposite sign, −0.0019 eV⁻¹. Equation (5) explains what the sign means. Differentiating twice,

Σ_n″(x) = Σ_{m,s} 4w²_{nm,s}/(x − p_ms)³.

Poles below x contribute positively and poles above it negatively. The lowest RPA excitation is 8.11 eV, so the poles with occupied m lie at or below −6.18 − 8.11 = −14.29 eV, and those with empty m at or above 1.27 + 8.11 = 9.38 eV. Both solutions lie between these groups. The lower group dominates Σ″ for the HOMO, the upper group for the LUMO. A positive Δ lowers x. It brings the HOMO solution closer to its dominant group, and the response grows. It takes the LUMO solution away from its dominant group, and the response falls.

The linearised equation uses the slope at ε. For the HOMO the correlation part there is 1.764 eV and Z(ε) = 0.906, so

E_lin = −6.177 + 0.906 × (−27.071 + 1.764 + 19.743) = −11.22 eV.

A shift of 1 eV moves it by 1 − 0.906 = 0.094 eV, against 0.137 eV for the solved equation. The two forms of G0W0 differ by less than 0.1 eV in the energy itself, yet their responses to this shift differ by about a third of the larger one. Most of the difference, 0.131 − 0.094 = 0.037 eV, arises because ε lies almost 5 eV above the solution, where the curve is flatter. The remaining 0.006 eV is the change of Z along the solution over the finite shift.

The G0W0 gap is 16.63 eV. Equation (11) gives the rate 0.869 − 0.963 = −0.094, so a shift of +0.1 eV should narrow the gap by about 0.009 eV. The solved equations give the same value to this accuracy. The starting gap of 7.45 eV has not changed at all.

The special shift of the HOMO is the bracket in E_lin, Δ* = −5.564 eV, and the energy becomes −6.177 − 5.564 = −11.741 eV. This is 0.606 eV below the unshifted solution. First order would give 0.1306 × 5.564 = 0.727 eV, too large by 20 % of the actual change. For this level and a shift of this size, a fraction fixed at its initial value is only a rough guide.

**Which constants count**

The result rests on two conditions, and each can be removed to see what it does.

First, the constant must belong to v_xc, which equation (1) subtracts. Suppose it is added to the external potential instead. Then ⟨n|h_H|n⟩ becomes ⟨n|h_H|n⟩ + Δ, and the poles of Σ_n still move by Δ. The equation for x = E − Δ is

x = ⟨n|h_H|n⟩ + Σ_n(x),

which is the unshifted equation. So x keeps its old value and E moves by all of Δ. This is as it must be, since such a constant only moves the zero of energy. In the water example the HOMO moves by 1.000 eV for Δ = 1 eV. The partial response in equation (8) arises because a constant in v_xc moves the poles of G0 but leaves the energy scale of h_H where it was.

Second, the shift must be rigid. Let only the empty levels be raised by 1 eV, through a term in v_xc that acts on the empty orbitals alone. The eigenvalue of the HOMO and its ⟨n|h_H|n⟩ are then unchanged, and a rule that looked at the level's own shift would predict no effect. The solved HOMO energy moves by −0.061 eV. The differences D have changed, and with them Ω_s and w_{nm,s}. The poles with empty m have also moved relative to those with occupied m. Equation (4) no longer holds, and the change cannot be expressed through Z_n alone.

Numbers in the example were calculated in double precision.
